# The optimal polynomial rate for a projector with unequal bands: a program that tests the result

```python
"""
Result under test: for a spectrum in two bands E = [a,b] U [c,d] (lower filled),
the least uniform error E_n of a degree-n polynomial for the projector
(1 on the lower band, 0 on the upper) decays like exp(-n g*), up to powers of n.
g* is the maximum in the gap of the Green function g of the complement of E
with pole at infinity.  It does not depend on the chemical potential mu.
Symbols: x_star = place of the maximum, cap = logarithmic capacity of E,
kT = thermal energy.  Energies are in eV; rates are per polynomial degree.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import digamma, expit


def critical_point(a, b, c, d, points=2000):
    theta = (np.arange(points) + 0.5) * np.pi / points
    x = 0.5 * (b + c) - 0.5 * (c - b) * np.cos(theta)
    weight = 1 / np.sqrt((x - a) * (d - x))
    return np.sum(x * weight) / np.sum(weight)


def green_in_gap(x, a, b, c, d):
    """Path integral of g' from the band edge b, with t = b + s^2."""
    xs = critical_point(a, b, c, d)

    def integrand(s):
        t = b + s * s
        return 2 * (xs - t) / np.sqrt((t - a) * (c - t) * (d - t))
    return quad(integrand, 0, np.sqrt(x - b), epsabs=1e-12)[0]


def green_maximum(a, b, c, d):
    return green_in_gap(critical_point(a, b, c, d), a, b, c, d)


bands = (-1.0, 0.0, 4.0, 15.0)
a, b, c, d = bands
x_star = critical_point(*bands)
g_star = green_maximum(*bands)

# Equilibrium measure of the two bands, on midpoints of an angle variable.
POINTS = 6000
angle = (np.arange(POINTS) + 0.5) * np.pi / POINTS
x_low = 0.5 * (a + b) - 0.5 * (b - a) * np.cos(angle)
x_high = 0.5 * (c + d) - 0.5 * (d - c) * np.cos(angle)
m_low = (x_star - x_low) / np.sqrt((c - x_low) * (d - x_low)) / POINTS
m_high = (x_high - x_star) / np.sqrt((x_high - a) * (x_high - b)) / POINTS
mass_low, mass_high = m_low.sum(), m_high.sum()
support = np.concatenate([x_low, x_high])
mass = np.concatenate([m_low, m_high])
assert abs(mass_low + mass_high - 1) < 1e-9


def log_potential(z):
    return np.sum(mass * np.log(np.abs(z - support)))


log_cap = log_potential(x_star) - g_star


def green(z):
    return log_potential(z) - log_cap


# The measure and the path integral must give the same Green function.
for x in (0.5, 3.0):
    assert abs(green(x) - green_in_gap(x, *bands)) < 1e-7


def outside_integrand(s):
    t = d + s * s
    return 2 * (t - x_star) / np.sqrt((t - a) * (t - b) * (t - c))


assert abs(green(20.0) - quad(outside_integrand, 0, np.sqrt(5.0))[0]) < 1e-7
gap_scan = np.linspace(0.05, 3.95, 391)
scan_values = np.array([green(x) for x in gap_scan])
assert abs(gap_scan[np.argmax(scan_values)] - x_star) < 0.011


def quantile_nodes(count):
    targets = (np.arange(count) + 0.5) / count
    edges = np.arange(POINTS + 1) * np.pi / POINTS
    cdf_low = np.concatenate([[0], np.cumsum(m_low)])
    cdf_high = mass_low + np.concatenate([[0], np.cumsum(m_high)])
    low = np.interp(targets[targets <= mass_low], cdf_low, edges)
    high = np.interp(targets[targets > mass_low], cdf_high, edges)
    return np.concatenate([0.5 * (a + b) - 0.5 * (b - a) * np.cos(low),
                           0.5 * (c + d) - 0.5 * (d - c) * np.cos(high)])


def node_weights(nodes):
    """Inverse derivatives of the node polynomial, up to a common factor."""
    differences = (nodes[:, None] - nodes) / ((d - a) / 4)
    np.fill_diagonal(differences, 1.0)
    return 1 / np.prod(differences, axis=1)


def interpolate(nodes, values, x):
    delta = np.asarray(x)[:, None] - nodes
    hit_row, hit_col = np.nonzero(delta == 0)
    delta[hit_row, hit_col] = 1.0
    terms = node_weights(nodes) / delta
    result = (terms @ values) / terms.sum(axis=1)
    result[hit_row] = values[hit_col]
    return result


GRID = 1200
grid_angle = np.linspace(0, np.pi, GRID)
grid = np.concatenate([0.5 * (a + b) - 0.5 * (b - a) * np.cos(grid_angle),
                       0.5 * (c + d) - 0.5 * (d - c) * np.cos(grid_angle)])
step = (grid < x_star).astype(float)


def best_error(target, degree):
    """Exchange algorithm; levelled error <= best error <= largest error."""
    count = degree + 2
    ref = np.searchsorted(grid, quantile_nodes(count))
    assert len(set(ref)) == count
    for _ in range(100):
        nodes = grid[ref]
        lam = node_weights(nodes)
        level = lam @ target[ref] / np.sum(np.abs(lam))
        values = target[ref] - level * np.sign(lam)
        residual = target - interpolate(nodes, values, grid)
        largest = np.max(np.abs(residual))
        if largest <= abs(level) * 1.001:
            return abs(level)
        signs = np.sign(residual)
        breaks = np.flatnonzero(signs[1:] != signs[:-1]) + 1
        runs = np.split(np.arange(len(grid)), breaks)
        new = [r[np.argmax(np.abs(residual[r]))] for r in runs]
        while len(new) > count:
            if abs(residual[new[0]]) < abs(residual[new[-1]]):
                new.pop(0)
            else:
                new.pop()
        assert len(new) == count
        ref = np.array(new)
    raise AssertionError("exchange algorithm did not converge")


# Contour identities for interpolation and for the dual lower bound.
nodes = quantile_nodes(13)
values = (nodes < x_star).astype(float)


def line_integral(x=None):
    def integrand(y):
        z = x_star + 1j * y
        ratio = np.prod((x_star - nodes) / (z - nodes))
        return (ratio if x is None else ratio / (z - x)).real
    return quad(integrand, 0, np.inf, epsabs=1e-12, limit=200)[0] / np.pi


for x in (-0.37, 9.1):
    direct = float(x < x_star) - interpolate(nodes, values, [x])[0]
    from_line = np.prod((x - nodes) / (x_star - nodes)) * line_integral(x)
    assert abs(direct - from_line) < 1e-8
w_star = np.prod(x_star - nodes)
left_sum = sum(w_star / np.prod(np.delete(nodes[j] - nodes, j))
               for j in range(len(nodes)) if nodes[j] < x_star)
assert abs(left_sum - line_integral()) < 1e-7 * max(1, abs(left_sum))

# Best errors and their fitted rate, with the square-root prefactor removed.
degrees = np.arange(10, 51)
errors = {int(n): best_error(step, int(n)) for n in degrees}
fit_n = np.arange(16, 51)
fit_rate = -np.polyfit(fit_n, [np.log(errors[int(n)] * np.sqrt(n))
                               for n in fit_n], 1)[0]
# Tolerance: finite-degree corrections and oscillation of the prefactor.
assert abs(fit_rate / g_star - 1) < 0.03

# Constructive bounds from equilibrium quantiles.
bounds = {}
for n in (20, 40):
    upper_nodes = quantile_nodes(n + 1)
    upper_values = (upper_nodes < x_star).astype(float)
    upper = np.max(np.abs(step - interpolate(upper_nodes, upper_values, grid)))
    lower_nodes = quantile_nodes(n + 2)
    lam = node_weights(lower_nodes)
    lower = abs(lam[lower_nodes < x_star].sum()) / np.abs(lam).sum()
    assert lower <= errors[n] * 1.002 and errors[n] <= upper * 1.002
    assert lower > n ** -2.5 * np.exp(-n * g_star)
    assert upper < n ** 2.5 * np.exp(-n * g_star)
    bounds[n] = (lower, upper)

# Rates obtained when the bands are first made symmetric about mu.
symmetric = {}
for mu in (0.5, 2.0, 3.5):
    inner, outer = min(mu - b, c - mu), max(mu - a, d - mu)
    rate = green_maximum(mu - outer, mu - inner, mu + inner, mu + outer)
    assert abs(rate - np.arctanh(inner / outer)) < 1e-8
    assert rate < g_star
    symmetric[mu] = rate

# Finite temperature: the rate is set by the nearest pole and depends on mu.
# The Fermi function is 1/2 - Im(psi)/pi, psi = digamma(1/2 + i(x-mu)/(2 pi kT)).
# Its conjugate poles interfere, so its own error beats slowly with degree.
# The companion Re(psi)/pi beats in quadrature; together they give an envelope.
kT = 0.2
thermal = {}
thermal_n = np.arange(26, 49)
for mu in (0.2, 2.0):
    poles = mu + 1j * np.pi * kT * (2 * np.arange(400) + 1)
    for x in (-0.37, 9.1):
        direct = expit(-(x - mu) / kT) - interpolate(
            nodes, expit(-(nodes - mu) / kT), [x])[0]
        ratios = np.prod((x - nodes) / (poles[:, None] - nodes), axis=1)
        from_poles = 2 * kT * np.sum(ratios / (poles - x)).real
        assert abs(direct - from_poles) < 1e-8
    fermi = expit(-(grid - mu) / kT)
    companion = digamma(0.5 + 1j * (grid - mu) / (2 * np.pi * kT)).real / np.pi
    own = np.array([best_error(fermi, int(n)) for n in thermal_n])
    other = np.array([best_error(companion, int(n)) for n in thermal_n])
    envelope = np.hypot(own, other)
    fitted = -np.polyfit(thermal_n, np.log(envelope), 1)[0]
    own_fit = -np.polyfit(thermal_n, np.log(own), 1)[0]
    predicted = min(green(z) for z in poles[:5])
    # Tolerance: farther poles and the small remaining ripple.
    assert abs(fitted / predicted - 1) < 0.04
    # The Fermi function itself must keep returning to the envelope.
    share = own / envelope
    assert np.max(share[len(share) // 2:]) > 0.3
    thermal[mu] = (predicted, fitted, own_fit, share.min(), share.max())

# Nearest-neighbour chain whose spectrum lies in the two bands (Lanczos).
SITES = 240
levels = quantile_nodes(SITES)
basis = np.zeros((SITES, SITES))
basis[:, 0] = 1 / np.sqrt(SITES)
onsite, hopping = np.zeros(SITES), np.zeros(SITES - 1)
for k in range(SITES):
    vector = levels * basis[:, k]
    onsite[k] = basis[:, k] @ vector
    if k < SITES - 1:
        for _ in range(2):
            vector -= basis[:, :k + 1] @ (basis[:, :k + 1].T @ vector)
        hopping[k] = np.linalg.norm(vector)
        basis[:, k + 1] = vector / hopping[k]
energies, orbitals = eigh_tridiagonal(onsite, hopping)
assert np.max(np.abs(energies - levels)) < 1e-8
filled = orbitals[:, energies < x_star]
density = filled @ filled.T
distances = np.arange(11, 46)
for r in distances:
    assert np.max(np.abs(np.diagonal(density, r))) <= 1.01 * errors[int(r) - 1]
inner_max = {int(r): np.max(np.abs(np.diagonal(density, r)[30:180 - r]))
             for r in distances}
chain_rate = -np.polyfit(distances, [np.log(inner_max[int(r)] * np.sqrt(r))
                                     for r in distances], 1)[0]
# Tolerance: finite distance and site-dependent prefactor.
assert abs(chain_rate / g_star - 1) < 0.04

print(f"filled band: {a:.1f} to {b:.1f} eV")
print(f"empty band: {c:.1f} to {d:.1f} eV")
print(f"x_star (maximum of g): {x_star:.5f} eV")
print(f"g_star: {g_star:.6f} per degree")
print(f"error factor per degree exp(-g_star): {np.exp(-g_star):.5f}")
print(f"degrees per decade of error: {np.log(10) / g_star:.3f}")
print(f"equilibrium mass, filled band: {mass_low:.5f}")
print(f"equilibrium mass, empty band: {mass_high:.5f}")
print(f"capacity: {np.exp(log_cap):.5f} eV")
print(f"g at gap centre 2.0 eV: {green(2.0):.6f}")
for n in (10, 20, 30, 40, 50):
    print(f"best error E_n, n={n}: {errors[n]:.4e}")
print(f"fitted rate, n=16..50, sqrt(n) removed: {fit_rate:.5f} per degree")
for n, (lower, upper) in bounds.items():
    print(f"quantile bounds, n={n}: lower {lower:.3e}, upper {upper:.3e}")
for mu, rate in symmetric.items():
    print(f"symmetrized rate, mu={mu:.1f} eV: {rate:.5f} per degree")
print(f"g_star / symmetrized rate at 2.0 eV: {g_star / symmetric[2.0]:.3f}")
print(f"thermal energy kT: {kT:.2f} eV")
for mu, (predicted, fitted, own_fit, low, high) in thermal.items():
    print(f"thermal rate per degree, mu={mu:.1f} eV: pole {predicted:.5f}, "
          f"envelope fit {fitted:.5f}")
    print(f"  Fermi function alone: slope {own_fit:.5f}, "
          f"share of envelope {low:.3f} to {high:.3f}")
print(f"chain sites: {SITES}")
for r in (11, 20, 30, 40):
    print(f"chain, distance {r}: max |P_ij| inside {inner_max[r]:.3e}, "
          f"bound {errors[r - 1]:.3e}")
print(f"chain decay rate, sqrt(distance) removed: {chain_rate:.5f} per site")
print("verified")
```

Running it gives:

```
filled band: -1.0 to 0.0 eV
empty band: 4.0 to 15.0 eV
x_star (maximum of g): 1.68671 eV
g_star: 0.351728 per degree
error factor per degree exp(-g_star): 0.70347
degrees per decade of error: 6.546
equilibrium mass, filled band: 0.26045
equilibrium mass, empty band: 0.73955
capacity: 3.76744 eV
g at gap centre 2.0 eV: 0.347735
best error E_n, n=10: 5.6968e-03
best error E_n, n=20: 1.8114e-04
best error E_n, n=30: 4.1653e-06
best error E_n, n=40: 9.0897e-08
best error E_n, n=50: 3.2543e-09
fitted rate, n=16..50, sqrt(n) removed: 0.35051 per degree
quantile bounds, n=20: lower 8.325e-05, upper 2.981e-03
quantile bounds, n=40: lower 4.601e-08, upper 1.027e-06
symmetrized rate, mu=0.5 eV: 0.03450 per degree
symmetrized rate, mu=2.0 eV: 0.15508 per degree
symmetrized rate, mu=3.5 eV: 0.04351 per degree
g_star / symmetrized rate at 2.0 eV: 2.268
thermal energy kT: 0.20 eV
thermal rate per degree, mu=0.2 eV: pole 0.29553, envelope fit 0.29827
  Fermi function alone: slope 0.30172, share of envelope 0.268 to 0.947
thermal rate per degree, mu=2.0 eV: pole 0.36245, envelope fit 0.36469
  Fermi function alone: slope 0.37585, share of envelope 0.624 to 0.927
chain sites: 240
chain, distance 11: max |P_ij| inside 1.734e-03, bound 5.697e-03
chain, distance 20: max |P_ij| inside 9.106e-05, bound 2.752e-04
chain, distance 30: max |P_ij| inside 1.474e-06, bound 4.179e-06
chain, distance 40: max |P_ij| inside 6.313e-08, bound 1.704e-07
chain decay rate, sqrt(distance) removed: 0.35037 per site
verified
```
